# From the slope of a two-phase boundary to free-energy curvature

**Q:** Chemical diffusion in an alloy depends on how the free energy of one phase bends with composition. A phase diagram records where two phases coexist. How could the slope of a line on that diagram tell me anything about the bending of a single phase?

**A:** Follow the boundary through a small change of temperature. In general, the phase changes its composition to stay in equilibrium with its partner. How far it moves depends on how strongly its chemical potentials respond to composition, and that response is the curvature.

Take a binary system A–B at fixed pressure, with a flat, stress-free interface and local equilibrium. Phase α has atomic fraction $x$ of B, and phase β has fraction $y$. Let $g(x,T)$ be the Gibbs energy per atom of α, assumed smooth, and let a prime mean $\partial/\partial x$ at fixed $T$. For $N=N_A+N_B$ atoms, $G=Ng(x,T)$ with $x=N_B/N$. Then

$$\frac{\partial x}{\partial N_A}=-\frac{x}{N},\qquad \frac{\partial x}{\partial N_B}=\frac{1-x}{N},$$

and differentiating $G$ gives the chemical potentials

$$\mu_A=g-xg',\qquad \mu_B=g+(1-x)g'.$$

These are the heights at which the tangent to $g$ at $x$ meets the two pure-element axes. Coexistence requires each potential to be the same in both phases, so the two phases share one tangent.

**Q:** That fixes the compositions at one temperature. What happens when the temperature changes?

**A:** Write $s=-\partial g/\partial T$ for the entropy per atom of α. The same construction gives its partial entropies, $s_A=s-xs'$ and $s_B=s+(1-x)s'$. The composition derivatives of the potentials are

$$\frac{\partial\mu_A}{\partial x}=g'-g'-xg''=-xg'',$$
$$\frac{\partial\mu_B}{\partial x}=g'-g'+(1-x)g''=(1-x)g''.$$

Along the boundary, therefore,

$$d\mu_A=-s_A\,dT-xg''\,dx,\qquad d\mu_B=-s_B\,dT+(1-x)g''\,dx.$$

**Q:** You have two equations, but β also changes its composition. Its own curvature must enter.

**A:** It drops out of one particular combination. Let $g_\beta(y,T)$ and $s_\beta$ be the Gibbs energy and entropy per atom of β. The tangent passes through the β point:

$$(1-y)\mu_A+y\mu_B=g_\beta.$$

Differentiate, letting $y$ vary:

$$(1-y)d\mu_A+y\,d\mu_B+(\mu_B-\mu_A)dy=-s_\beta dT+\frac{\partial g_\beta}{\partial y}dy.$$

Since $\mu_B-\mu_A$ is the slope of the common tangent, it equals $\partial g_\beta/\partial y$. The $dy$ terms cancel, leaving

$$(1-y)d\mu_A+y\,d\mu_B=-s_\beta dT.$$

If β is a compound of fixed composition, $dy=0$ and the same line follows at once, without needing a derivative of $g_\beta$ with respect to $y$.

The potentials remain equal along the boundary, so I may insert the changes calculated in α:

$$-\left[(1-y)s_A+ys_B\right]dT+\left[-(1-y)x+y(1-x)\right]g''dx=-s_\beta dT.$$

The second bracket is $-x+xy+y-xy=y-x$. Moving the entropy term to the right gives

$$(y-x)\,g''\,\frac{dx}{dT}=\sigma,\qquad \sigma=(1-y)s_A+ys_B-s_\beta .$$

This is the Gibbs–Konovalov slope law for the α boundary. Exchanging the phases gives the law for the other boundary, with its own $\sigma$.

**Q:** You call $\sigma$ an entropy of transformation. Why not use the entropy of α minus that of β?

**A:** Because the two phases have different compositions. Insert the partial entropies:

$$\begin{aligned}(1-y)s_A+ys_B&=(1-y)(s-xs')+y[s+(1-x)s']\\&=s+(y-x)s'.\end{aligned}$$

Thus $\sigma=s+(y-x)s'-s_\beta$. The entropy of α is extrapolated along its tangent to the composition of β before the subtraction. Physically, $\sigma$ is the entropy gained per atom of β dissolved in so much α that $x$ does not change.

The plain difference $s-s_\beta$ is not even independent of the entropy references of the elements. Add $(1-x)a(T)+xb(T)$ to the Gibbs energy of α, and the same function evaluated at $y$ to that of β. Every potential of A shifts by $a$ and every potential of B by $b$, so the equilibrium is untouched. The curvature is also unchanged, because the addition is linear in composition. The plain difference, however, changes by

$$-(1-x)\dot a-x\dot b+(1-y)\dot a+y\dot b=(y-x)(\dot b-\dot a),$$

where a dot means $d/dT$. In $\sigma$, both terms are evaluated at $y$, so the shifts cancel.

**Q:** How would I measure $\sigma$?

**A:** By the heat of dissolution at equilibrium. The common tangent says that moving material of composition $y$ from β into α costs no Gibbs energy. If $Q$ is the enthalpy change per atom, then $Q-T\sigma=0$, so

$$\sigma=\frac{Q}{T}.$$

At fixed pressure $Q$ is the heat absorbed. The added amount must be small enough to leave the composition of α nearly constant.

**Q:** I would like to see this survive a case in which both phases have variable composition.

**A:** Take a solid and a liquid with these Gibbs energies divided by $k_B$, with $T$ in kelvin:

$$\begin{aligned}\frac{g_S}{k_B}&=m+x(1-x)[300+100(1-2x)-0.05T],\\ \frac{g_L}{k_B}&=m+x(1-x)[100-60(1-2x)+0.04T]\\&\quad-(1-x)(T-1000)-1.2x(T-1300),\end{aligned}$$

where $m=T[x\ln x+(1-x)\ln(1-x)]$. At 1150 K the common tangent touches the solid at $x=0.5709$ and the liquid at $0.4739$. The boundary slopes were obtained by solving the tangent conditions again 0.5 K above and below. The entropy $\sigma$ was found separately, by adding a small amount of one phase to the other.

Dissolving liquid in solid gives $\sigma=-1.053\,k_B$ per atom; dissolving solid in liquid gives $+1.111\,k_B$. They are not exact opposites, because the receiving phase differs. For the solid, the slope law returns $g''/k_B=4294.5$ K, and for the liquid 4339.4 K. Direct second derivatives give the same values to these digits.

Now add $-3T(1-x)-5Tx$ to both functions. The liquid-minus-solid entropy falls from 1.081 to $0.887\,k_B$ per atom, while the boundaries and both values of $\sigma$ stay the same. The plain difference therefore cannot be the entropy that the slope law needs.

**Q:** Then the inverse result is just a division?

**A:** Yes, away from points where it becomes indeterminate:

$$g''=\frac{\sigma}{(y-x)\,dx/dT}.$$

It gives the curvature at the boundary composition and at that temperature. It does not give the curvature across the whole single-phase field; that needs other data or a model.

The division also shows where measurements become delicate. If $\sigma$ vanishes while $g''$ and $y-x$ do not, the boundary has $dx/dT=0$ and the quotient is $0/0$. Near the critical point of a miscibility gap, both phases lie on one smooth curve. Expanding $s_\beta$ about $x$ then gives $\sigma\approx-\tfrac12(y-x)^2s''$. The entropy to be measured becomes quadratically small, so a fixed absolute error in it becomes relatively large. This expansion assumes a smooth free energy and does not describe critical fluctuations.

**Q:** Where does diffusion enter?

**A:** Let $D_B^*$ be the tracer diffusivity of B at uniform composition, and take its mobility as $D_B^*/(k_BT)$. At uniform temperature and pressure, with constant total number density $n$, the drift flux along $z$, measured relative to the lattice (in a melt, relative to the local medium through which the atoms move), is

$$J_B=-nx\frac{D_B^*}{k_BT}\frac{\partial\mu_B}{\partial x}\frac{\partial x}{\partial z}
=-nD_B^*\Phi\frac{\partial x}{\partial z}.$$

Using $\partial\mu_B/\partial x=(1-x)g''$, the thermodynamic factor is

$$\Phi=\frac{x(1-x)g''}{k_BT}.$$

For A, $\partial\mu_A/\partial x=-xg''$, so the same factor appears and $J_A=+nD_A^*\Phi\,\partial x/\partial z$. Passing to the frame without net atomic flow subtracts $x(J_A+J_B)$ from $J_B$:

$$(1-x)J_B-xJ_A=-n\Phi\left[(1-x)D_B^*+xD_A^*\right]\frac{\partial x}{\partial z}.$$

The interdiffusion coefficient is therefore $\Phi[(1-x)D_B^*+xD_A^*]$. This step assumes equal atomic volumes and neglects kinetic cross-correlations between the species. The curvature formula needs neither assumption.

**Q:** Does the slope law behave sensibly in a dilute phase?

**A:** For dilute B without singular interactions, ideal mixing dominates the curvature, so $g''\approx k_BT/x$ and $\Phi\to1$. If also $x\ll y$, the slope law becomes

$$\frac{d\ln x}{dT}\approx\frac{\sigma}{yk_BT}=\frac{Q}{yk_BT^2}.$$

This is the van 't Hoff law for solubility. The factor $1/y$ appears because $Q$ is counted per atom of β, of which only a fraction $y$ is B.

**Q:** Give me a real system in which I know the boundary but have no dissolution calorimeter.

**A:** Consider the indium-rich melt in contact with solid InSb. Here α is the melt, $x$ is its antimony fraction, and β is the compound with $y=1/2$. Suppose we know the liquidus, the melting point and the entropy of fusion $s_f$ per atom. We still need $\sigma$ away from the compound composition.

Assume that the melt has only ideal mixing entropy. With $s_{mix}=-k_B[x\ln x+(1-x)\ln(1-x)]$, the derivative is $s_{mix}'=-k_B\ln[x/(1-x)]$. The mixing parts of the partial entropies are then $-k_B\ln(1-x)$ for In and $-k_B\ln x$ for Sb. If $s_0$ is the mean entropy of the two pure liquids and $s_c$ that of the compound,

$$\sigma=s_0-\frac{k_B}{2}\ln[x(1-x)]-s_c.$$

At $x=1/2$ this must equal $s_f=s_0+k_B\ln2-s_c$. Eliminating $s_0-s_c$ gives

$$\sigma=s_f-\frac{k_B}{2}\ln[4x(1-x)].$$

To use $s_f$ from the melting point at lower temperatures, I also assume that the compound and the equiatomic melt have equal heat capacities.

**Q:** And the liquidus?

**A:** I generate it from a model, so that the answer can be checked; it is not measured data. The rough parameters are a melting point $T_m=800$ K, $s_f=3.6\,k_B$ per atom, and a melt interaction energy $w=-0.12$ eV entering as $wx(1-x)$. The melt potentials relative to the pure liquids are

$$\mu_{In}=k_BT\ln(1-x)+wx^2,\qquad \mu_{Sb}=k_BT\ln x+w(1-x)^2.$$

The compound lies below the equiatomic melt by $s_f(T_m-T)$:

$$g_c=-k_BT\ln2+\frac w4-s_f(T_m-T).$$

Equilibrium means $(\mu_{In}+\mu_{Sb})/2=g_c$. Since $x^2+(1-x)^2=\tfrac12+2(x-\tfrac12)^2$, this becomes

$$\frac{k_BT}{2}\ln[4x(1-x)]+w\left(x-\tfrac12\right)^2=-s_f(T_m-T).$$

At 740 K the solution is $x=0.2371$, with slope $dx/dT=2.081\times10^{-3}\ \mathrm{K^{-1}}$. The inversion is not told $w$. It first finds

$$\frac{\sigma}{k_B}=3.6-\tfrac12\ln(4\times0.2371\times0.7629)=3.762,$$

or $3.242\times10^{-4}$ eV/K per atom. Then

$$g''=\frac{3.242\times10^{-4}}{(0.5-0.2371)(2.081\times10^{-3})}\ \mathrm{eV}=0.593\ \mathrm{eV}.$$

With $k_BT=0.0638$ eV, $\Phi=0.2371\times0.7629\times0.593/0.0638=1.68$. Differentiating the antimony potential directly also gives 1.68.

**Q:** One temperature could be fortunate. And how much does the logarithm matter?

**A:** The last column gives the error in $\Phi$, relative to its correct value in the model, when $s_f$ is used in place of $\sigma$.

| $T$ (K) | $x$ | $\sigma/k_B$ | $\Phi$ | error |
|---|---|---|---|---|
| 450 | 0.004 | 5.64 | 1.03 | −36% |
| 600 | 0.059 | 4.35 | 1.26 | −17% |
| 740 | 0.237 | 3.76 | 1.68 | −4% |
| 780 | 0.346 | 3.65 | 1.81 | −1% |

At all four temperatures, the recovered factor agrees with direct differentiation to better than one part in $10^4$. The factor approaches one in the dilute melt, as derived above. It exceeds one elsewhere because this model gives $\Phi=1-2wx(1-x)/(k_BT)$ with negative $w$: attraction between unlike atoms strengthens the drive to mix. The correction to $s_f$ grows on dilution because $-\ln x$ grows.

**Q:** At the compound composition itself, $y-x$ is zero. Does the method fail where the fusion entropy is known best?

**A:** The quotient becomes indeterminate, but its limit is finite. Write the liquidus as $T(x)$:

$$\frac{dT}{dx}=\frac{(y-x)g''}{\sigma}.$$

For fixed $y$, differentiate once more and set $x=y$. The terms containing derivatives of $g''/\sigma$ vanish because they are multiplied by $y-x$, and $\sigma$ becomes $s_f$. Hence

$$g''=-s_f\frac{d^2T}{dx^2}.$$

The rounding of the liquidus top replaces its slope. In the InSb model, $d^2T/dx^2=-1663$ K, which gives $g''=0.516$ eV, in agreement with the direct second derivative.

If β has a variable composition, it moves too. At a congruent point $dT=0$ to first order, so equality of the tangent slopes gives $g''dx=g_\beta''dy$. Differentiating the slope law then yields

$$\frac{d^2T}{dx^2}=\left(\frac{g''}{g_\beta''}-1\right)\frac{g''}{\sigma}.$$

One boundary top then does not determine $g''$ by itself. Even when $g_\beta''$ is known, the equation is quadratic in $g''$, and its two roots add up to $g_\beta''$. If α is the softer phase, $g''<g_\beta''$, both roots are positive and further information must choose between them. A very stiff β, with $g_\beta''\to\infty$, restores the compound result.

**Q:** Your melt was built to obey your entropy assumption. What if the real one does not?

**A:** Then the estimate of $\sigma$ is wrong, while the slope law remains valid. Add an excess entropy $cx(1-x)$ to the melt. Its partial values are $cx^2$ for In and $c(1-x)^2$ for Sb. Their mean, less the value $c/4$ already contained in $s_f$, is $c(x-\tfrac12)^2$, which the ideal estimate omits. For $c=k_B$, with $w$ held at $-0.12$ eV at 800 K, the recovered $\Phi$ is low by 4.1% at 450 K and 1.8% at 740 K, relative to that altered model.

Next, set $c=0$ and let the heat capacity of the equiatomic melt exceed that of the compound by $0.5\,k_B$ per atom. The fusion entropy then changes by $0.5\,k_B\ln(T/T_m)$, which is negative below the melting point. Using the constant value makes $\Phi$ high by 5.5% at 450 K and 1.0% at 740 K. In both altered models, inserting the true $\sigma$ restores agreement to better than one part in $10^4$.

**Q:** How good must the liquidus data be?

**A:** In this example they can matter more than those entropy corrections. Taking the slope at 740 K from points 10 K above and below changes $\Phi$ by only −0.4%. But if the two compositions are wrong by 0.002 in opposite directions, the total error is −9% or +10%, depending on which way the slope is tilted. The reason is visible in the numbers: the compositions differ by about 0.042, and the errors change that difference by 0.004. At 600 K the difference is only 0.015, and the same errors give −22% or +38%.

**Q:** How does all this stand beside real InSb growth?

**A:** The melting point, fusion entropy and attractive interaction are rough values in the regime of InSb. The excess entropy and heat-capacity jump are trial sizes, not data for the material. A real melt can have short-range order, which breaks the ideal-entropy assumption; the trial above moves $\Phi$ by a few per cent, but does not bound the true effect. With $c=6\,k_B$ and $w=-0.27$ eV at 800 K, the liquidus stays in a similar place ($x=0.28$ at 740 K), yet $\Phi$ there is 2.5 rather than 1.68, and the ideal-entropy estimate is low by 20% at 450 K and 7% at 740 K. The tabulated $\Phi$ therefore belongs to the model, not to the material. A solid composition error of $10^{-4}$ changes $\Phi$ by 0.04% at 740 K if $\sigma$ is held fixed. With a rough contraction of 0.004 nm³ per atom on melting, one atmosphere lowers the melting point by about 0.008 K. For an assumed Sb$_4$ pressure of 0.01 Torr in a closed gas space ten times the melt volume, the vapour at 740 K holds about $7\times10^{-7}$ of the amount of antimony in the melt, taking 0.03 nm³ per atom of melt. An open gas stream could remove more over time.

Growth also needs some undercooling, so a composition measured at a moving interface need not lie on the equilibrium liquidus. Convection and kinetic cross-correlations affect transport without changing $\Phi$. Coherency stress is different: it changes the equilibrium conditions themselves, and the common-tangent derivation would have to be redone. The numerical output gives the remaining digits.

## Computed values

```
General test: two solution phases
temperature = 1150 K
solid: x = 0.57090, sigma = -1.0529 kB/atom
  g''/kB recovered 4294.48 K, direct 4294.49 K
  plain entropy difference, two reference choices = -1.0813, -0.8872 kB/atom
liquid: x = 0.47385, sigma = 1.1106 kB/atom
  g''/kB recovered 4339.44 K, direct 4339.44 K
  plain entropy difference, two reference choices = 1.0813, 0.8872 kB/atom
InSb with In-rich melt, rough parameters
melting point = 800 K
fusion entropy = 3.60 kB/atom
liquid interaction = -0.120 eV
T = 450 K: x = 0.00425, dx/dT = 1.0424e-04 1/K
  sigma = 5.6395 kB/atom, heat = 0.2187 eV/atom
  g'' = 9.4043 eV, factor = 1.0262, direct = 1.0262
  error if fusion entropy replaces sigma = -36.16 %
T = 600 K: x = 0.05938, dx/dT = 7.2966e-04 1/K
  sigma = 4.3494 kB/atom, heat = 0.2249 eV/atom
  g'' = 1.1658 eV, factor = 1.2592, direct = 1.2592
  error if fusion entropy replaces sigma = -17.23 %
T = 740 K: x = 0.23709, dx/dT = 2.0808e-03 1/K
  sigma = 3.7618 kB/atom, heat = 0.2399 eV/atom
  g'' = 0.5925 eV, factor = 1.6808, direct = 1.6808
  error if fusion entropy replaces sigma = -4.30 %
T = 780 K: x = 0.34589, dx/dT = 3.8001e-03 1/K
  sigma = 3.6499 kB/atom, heat = 0.2453 eV/atom
  g'' = 0.5371 eV, factor = 1.8079, direct = 1.8079
  error if fusion entropy replaces sigma = -1.37 %
congruent point: d2T/dx2 = -1662.5 K
  g'' from top = 0.5158 eV, direct = 0.5158 eV
Errors of the simple inversion
melt excess entropy coefficient 1 kB: -4.07 % at 450 K, -1.83 % at 740 K
heat-capacity jump 0.5 kB/atom: 5.48 % at 450 K, 1.05 % at 740 K
liquidus points at 740 +/- 10 K: -0.37 %
  with opposite x errors of 0.002, slope high: -9.08 %
  with opposite x errors of 0.002, slope low: 10.17 %
solid composition off by 1e-04, sigma held: 0.038 %
volume change on melting = -0.004 nm^3/atom
melting-point shift from 1 atm = -0.0082 K
assumed Sb4 pressure = 0.01 Torr, gas/melt volume = 10
melt volume per atom = 0.030 nm^3
Sb in vapour / Sb in melt at 740 K = 6.6e-07
```
